\section*{The umklapp shift of pair-density elements in plane-wave GW}

\section{The situation}

An electron in a crystal state of wave vector $\mathbf k$ exchanges momentum $\mathbf q$ with the other electrons and passes through a state of wave vector $\mathbf k-\mathbf q$. A GW calculation sums over all such processes on a mesh, but it stores the Bloch states in one zone of reciprocal space. When $\mathbf k-\mathbf q$ lies outside this zone, the stored state at an equivalent point $\mathbf k'$ is used instead. The two Bloch functions describe the same physical state, but their periodic parts and plane-wave coefficients differ. The matrix element of the density must account for that difference, or its charge is assigned to the wrong momentum and so meets the wrong Coulomb interaction.

\section{Conventions}

Hartree atomic units are used. The mean-field Hamiltonian is lattice periodic, its states are doubly occupied or empty, and there is a gap. The mesh has $N$ points, the cell volume is $\Omega$, and $\mathcal V=N\Omega$. We write
\begin{equation}
\psi_{n\mathbf k}(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(\mathbf r),\qquad
u_{n\mathbf k}(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf G}c_{n\mathbf k}(\mathbf G)e^{i\mathbf G\cdot\mathbf r},
\end{equation}
with $u_{n\mathbf k}$ normalized in one cell. The pair-density element is the cell integral
\begin{equation}
M_{nm}(\mathbf k,\mathbf q,\mathbf G)=\int_\Omega d\mathbf r\,
\psi^*_{n\mathbf k}\,e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}\,\psi_{m,\mathbf k-\mathbf q}.
\label{def}
\end{equation}
The wave vectors $-\mathbf k$, $\mathbf q$ and $\mathbf k-\mathbf q$ add to zero, so the integrand is periodic and any cell gives the same value.

Let the stored point $\mathbf k'$ and the reciprocal-lattice vector $\mathbf G_0$ be fixed by
\begin{equation}
\mathbf k-\mathbf q=\mathbf k'+\mathbf G_0 .
\label{fold}
\end{equation}
The stored periodic parts give the overlaps
\begin{equation}
R_{nm}(\mathbf G)=\int_\Omega d\mathbf r\,u^*_{n\mathbf k}e^{i\mathbf G\cdot\mathbf r}u_{m\mathbf k'}
=\sum_{\mathbf G'}c^*_{n\mathbf k}(\mathbf G'+\mathbf G)\,c_{m\mathbf k'}(\mathbf G').
\label{R}
\end{equation}
In the last form the cell integral has set the plane-wave index of the left state equal to $\mathbf G'+\mathbf G$.

\section{The shift}

Bloch's condition involves only the phases $e^{i\mathbf k\cdot\mathbf T}$ for lattice translations $\mathbf T$. Since $e^{i\mathbf G_0\cdot\mathbf T}=1$, the points $\mathbf k'$ and $\mathbf k'+\mathbf G_0$ pose the same eigenvalue problem. For a nondegenerate band the solutions agree up to a phase, which we set to one:
\begin{equation}
\psi_{m,\mathbf k'+\mathbf G_0}(\mathbf r)=\psi_{m\mathbf k'}(\mathbf r).
\end{equation}
Removing the Bloch factor from each side gives
\begin{equation}
u_{m,\mathbf k'+\mathbf G_0}(\mathbf r)=e^{-i\mathbf G_0\cdot\mathbf r}u_{m\mathbf k'}(\mathbf r),
\qquad c_{m,\mathbf k'+\mathbf G_0}(\mathbf G)=c_{m\mathbf k'}(\mathbf G+\mathbf G_0).
\label{u}
\end{equation}
The second relation follows because the factor $e^{-i\mathbf G_0\cdot\mathbf r}$ moves the coefficient of $\mathbf G+\mathbf G_0$ to $\mathbf G$.

In (\ref{def}) the three Bloch factors cancel, and (\ref{u}) then yields
\begin{align}
M_{nm}(\mathbf k,\mathbf q,\mathbf G)
&=\int_\Omega d\mathbf r\,u^*_{n\mathbf k}e^{i\mathbf G\cdot\mathbf r}u_{m,\mathbf k'+\mathbf G_0}\nonumber\\
&=\int_\Omega d\mathbf r\,u^*_{n\mathbf k}e^{i(\mathbf G-\mathbf G_0)\cdot\mathbf r}u_{m\mathbf k'} ,\nonumber\\
M_{nm}(\mathbf k,\mathbf q,\mathbf G)&=R_{nm}(\mathbf G-\mathbf G_0).
\label{main}
\end{align}
This is the umklapp shift. Its sign belongs to the conventions (\ref{def}) and (\ref{fold}); defining $\mathbf G_0$ with the opposite sign reverses it. The shape of the stored zone played no part.

The phase set to one multiplies $M(\mathbf G)$ for all $\mathbf G$ alike and cancels in products $M(\mathbf G)M^*(\mathbf G')$. In a degenerate multiplet it becomes a unitary matrix $U$, with $M_{nm}\to\sum_l M_{nl}U_{lm}$. Because $UU^\dagger=1$, the sum $\sum_m M_{nm}(\mathbf G)M^*_{nm}(\mathbf G')$ over the whole multiplet is unchanged. A sum that cuts through the multiplet has no such protection.

The momentum balance confirms the sign. The stored product $\psi^*_{n\mathbf k}\psi_{m\mathbf k'}$ is paired in $R(\mathbf G)$ with the plane wave of momentum
\begin{equation}
\mathbf k-\mathbf k'+\mathbf G=\mathbf q+\mathbf G_0+\mathbf G .
\label{mom}
\end{equation}
To obtain momentum $\mathbf q+\mathbf G$, the argument of $R$ must be lowered by $\mathbf G_0$.

If the $\mathbf G$ set is finite, $\mathbf G-\mathbf G_0$ can fall outside it. That element must still be computed from (\ref{R}); replacing it by zero discards charge at a momentum that the calculation retains. On a real-space grid one may equally multiply $u_{m\mathbf k'}$ by $e^{-i\mathbf G_0\cdot\mathbf r}$ before forming the product.

\section{Where the elements enter}

The independent-particle response at imaginary frequency is
\begin{equation}
\chi^0(\mathbf r,\mathbf r';i\omega)=2\sum_{ij}(f_i-f_j)
\frac{\psi_i^*(\mathbf r)\psi_j(\mathbf r)\psi_j^*(\mathbf r')\psi_i(\mathbf r')}{i\omega+\varepsilon_i-\varepsilon_j},
\end{equation}
with $f=1$ or $0$, the factor 2 for spin, and orbitals here normalized in $\mathcal V$. We multiply by $e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}e^{i(\mathbf q+\mathbf G')\cdot\mathbf r'}/\mathcal V$ and integrate over both positions. If $j=(n,\mathbf k)$, translation symmetry requires $i=(m,\mathbf k-\mathbf q)$. The integral over $\mathbf r'$ is $M_{nm}(\mathbf G')$ and the one over $\mathbf r$ is $M^*_{nm}(\mathbf G)$, so
\begin{equation}
\chi^0_{\mathbf G\mathbf G'}(\mathbf q,i\omega)=\frac{2}{\mathcal V}\sum_{\mathbf k nm}
\frac{(f_{m,\mathbf k-\mathbf q}-f_{n\mathbf k})M^*_{nm}(\mathbf G)M_{nm}(\mathbf G')}
{i\omega+\varepsilon_{m,\mathbf k-\mathbf q}-\varepsilon_{n\mathbf k}} .
\label{chi}
\end{equation}

For exchange, the expansion $v(\mathbf r-\mathbf r')=\mathcal V^{-1}\sum_{\mathbf q\mathbf G}v(\mathbf q+\mathbf G)e^{i(\mathbf q+\mathbf G)\cdot(\mathbf r-\mathbf r')}$ is inserted in the Fock expression. The two integrals are $M$ and $M^*$:
\begin{equation}
\Sigma^x_{n\mathbf k}=-\frac1{\mathcal V}\sum_{\mathbf q\mathbf G}\sum_m^{\rm occ}
v(\mathbf q+\mathbf G)|M_{nm}(\mathbf k,\mathbf q,\mathbf G)|^2 .
\label{x}
\end{equation}

The correlation part uses $W^c=W-v$, where $W=(1-v\chi^0)^{-1}v$. With
\begin{equation}
w_m(i\omega)=\frac1{\mathcal V}\sum_{\mathbf G\mathbf G'}M_{nm}(\mathbf G)W^c_{\mathbf G\mathbf G'}(\mathbf q,i\omega)M^*_{nm}(\mathbf G'),
\end{equation}
the GW convolution along the imaginary axis is, for an energy $\varepsilon$ in the gap,
\begin{equation}
\Sigma^c_{n\mathbf k}(\varepsilon)=-\sum_{\mathbf qm}\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}
\frac{w_m(i\omega)}{\varepsilon+i\omega-\varepsilon_{m,\mathbf k-\mathbf q}} .
\label{c}
\end{equation}
A band-edge energy is reached as a limit from inside the gap. The shift is therefore needed twice: in building $\chi^0$, and again in contracting $v$ or $W^c$ with the external state.

One may shift the interaction instead. Setting $\mathbf G=\mathbf H+\mathbf G_0$ and $\mathbf G'=\mathbf H'+\mathbf G_0$ in the contraction gives
\begin{equation}
\sum_{\mathbf G\mathbf G'}M(\mathbf G)W^c_{\mathbf G\mathbf G'}M^*(\mathbf G')
=\sum_{\mathbf H\mathbf H'}R(\mathbf H)W^c_{\mathbf H+\mathbf G_0,\mathbf H'+\mathbf G_0}R^*(\mathbf H') .
\end{equation}
Omitting the shift means using neither form.

\section{The limit of small momentum transfer}

Take $\mathbf q\to0$ and $\mathbf G=0$. With the correct shift, $M_{nm}(0)=\langle u_{n\mathbf k}|u_{m,\mathbf k-\mathbf q}\rangle$, whether or not the point was folded. For $n=m$ this tends to one in magnitude. For $n\ne m$ and a local potential, the Hamiltonian for $u$ is $\frac12(\hat{\mathbf p}+\mathbf k)^2+V$, and the change $\mathbf k\to\mathbf k-\mathbf q$ perturbs it by $-\mathbf q\cdot(\hat{\mathbf p}+\mathbf k)$ to first order. Since $\mathbf k$ is a number and the bands are orthogonal,
\begin{equation}
M_{nm}(0)=-\frac{\mathbf q\cdot\langle u_{n\mathbf k}|\hat{\mathbf p}|u_{m\mathbf k}\rangle}
{\varepsilon_{m\mathbf k}-\varepsilon_{n\mathbf k}}+O(q^2).
\end{equation}
The head $\chi^0_{00}$ contains the square of this element and is $O(q^2)$ in an insulator.

Without the shift, a folded pair supplies $R(0)=\langle u_{n\mathbf k}|u_{m\mathbf k'}\rangle$. As $\mathbf q\to0$, $\mathbf k'\to\mathbf k-\mathbf G_0$, and (\ref{u}) gives $u_{m\mathbf k'}\to e^{i\mathbf G_0\cdot\mathbf r}u_{m\mathbf k}$. Hence
\begin{equation}
R_{nm}(0)\to\langle u_{n\mathbf k}|e^{i\mathbf G_0\cdot\mathbf r}|u_{m\mathbf k}\rangle .
\label{wronglimit}
\end{equation}
This is a local-field element. In general it is neither one for $n=m$ nor zero for $n\neq m$.

In one dimension, with period $a$, $b=2\pi/a$ and $L=Na$, the number of folded points for a $q$ on the mesh is $N|q|/b=|q|L/2\pi$. In a centred zone, assumed here, they all approach the edge $k=\pm b/2$ as $q\to0$. For one occupied band $v$, the static head receives a term with the empty state at $k$ and another with it at $k-q$. Edge states can be chosen real, so both terms have the same squared element, and each has denominator $-(\varepsilon_c-\varepsilon_v)$. The false contribution is
\begin{align}
\chi^{0,\rm false}_{00}&\to-\frac2L\cdot2\cdot\frac{|q|L}{2\pi}
\sum_c\frac{|\langle v|e^{ibx}|c\rangle|^2}{\varepsilon_c-\varepsilon_v}\nonumber\\
&=-\frac{2|q|}{\pi}\sum_c\frac{|\langle v|e^{ibx}|c\rangle|^2}{\varepsilon_c-\varepsilon_v},
\label{slope}
\end{align}
with edge states and energies. It is linear in $|q|$ and dominates the true $O(q^2)$ term.

In three dimensions the folded points fill slabs at the zone faces whose thickness is proportional to $|\mathbf q|$. The false head is then $-C|\mathbf q|$, with $C>0$ depending on direction, if the elements (\ref{wronglimit}) do not vanish there. With $v=4\pi/q^2$,
\begin{equation}
1-v\chi^0_{00}\simeq1+\frac{4\pi C}{|\mathbf q|},
\end{equation}
so an insulator would appear to screen like a medium of infinite dielectric constant. This concerns heads evaluated from overlaps at small finite $\mathbf q$ on the mesh, the mesh being refined as $\mathbf q\to0$. If the mesh is held fixed and $\mathbf q$ is a small vector off the mesh, the number of folded points no longer scales with $|\mathbf q|$. Either no point folds and the head is correct, or the points lying on a zone face fold and the false head tends to a constant.

\section{A model insulator}

The model is a chain with $a=5$ bohr and potential $0.30\cos bx+0.10\sin2bx$ hartree, which has no inversion centre. One band is filled. The electrons interact through $1/\sqrt{x^2+w^2}$ with $w=1$ bohr, whose transform is $v(p)=2K_0(w|p|)$; at $p=0$ its average over $|p|<\pi/L$ is used. There are seven $k$ points, $k=-3b/7,\dots,3b/7$, so $L=35$ bohr. On this mesh the highest valence and lowest conduction states lie at $k=\pm3b/7$, with a mean-field gap of $0.3190$ hartree; they are called the valence and conduction edges in the seven-point calculations.

\subsection*{One folded pair}

For $k=3b/7$ and $q=-b/7$ we have $k-q=4b/7=-3b/7+b$, so $k'=-3b/7$ and $G_0=b$. The valence--valence elements are
\begin{center}
\begin{tabular}{rccc}
$G/b$ & $v(q+G)$ & $|M(G)|$ & $|R(G)|$\\
$-2$ & 0.0994 & 0.0639 & 0.3964\\
$-1$ & 0.4647 & 0.3964 & 0.9334\\
$0$ & 3.7126 & 0.9334 & 0.7634\\
$1$ & 0.7550 & 0.7634 & 0.1391\\
$2$ & 0.1520 & 0.1391 & 0.0216
\end{tabular}
\end{center}
with $v$ in hartree bohr. The last column is the third displaced by one row, as (\ref{main}) requires. The sums $\sum_Gv|M|^2$ over these rows are
\begin{align}
\text{shifted:}&\quad0.000+0.073+3.234+0.440+0.003=3.751,\nonumber\\
\text{omitted:}&\quad0.016+0.405+2.163+0.015+0.000=2.599 .
\end{align}
Division by $L$ gives exchange energies of $-0.1072$ and $-0.0742$ hartree. This one pair thus accounts for $0.033$ of the total error of $0.054$ hartree in the valence-edge exchange. The strong long-wavelength interaction has been multiplied by an element that belongs to momentum $6b/7$.

\subsection*{The self-energy}

A reference free of folding is a supercell of seven cells with real orbitals, which needs neither $q$ nor a $G$ index. Its random-phase equations are diagonalized for the poles $\Omega_s$ and coupling amplitudes $w_{ms}$, so that the matrix element of $W^c(i\omega)$ is $-\sum_s|w_{ms}|^2\,2\Omega_s/(\Omega_s^2+\omega^2)$. For $d=\varepsilon-\varepsilon_m>0$, the part of $1/(d+i\omega)$ even in $\omega$ is $d/(d^2+\omega^2)$, and
\begin{equation}
\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\frac{2\Omega_s d}{(\Omega_s^2+\omega^2)(d^2+\omega^2)}=\frac1{d+\Omega_s}.
\end{equation}
For $d<0$ the result is $1/(d-\Omega_s)$. Hence $\Sigma^c=\sum_{ms}|w_{ms}|^2/(\varepsilon-\varepsilon_m\pm\Omega_s)$, with the upper sign for occupied $m$.

Let $\Delta$ be the conduction-edge minus the valence-edge self-energy, each taken at its own mean-field energy. The supercell and the shifted $k$-space calculation both give
\begin{equation}
\Delta=\underbrace{(-0.1603+0.6865)}_{\text{exchange}}+\underbrace{(-0.0229-0.0217)}_{\text{correlation}}
=0.4817\ \text{hartree},
\end{equation}
or $13.11$ eV. This is not a quasiparticle correction: the model defines no exchange--correlation potential to subtract, and seven points are not a converged mesh. It serves to compare treatments of the same finite system.

\begin{center}
\begin{tabular}{lcc}
treatment & $\Delta$ (hartree) & error (hartree)\\
correct shift & 0.4817 & 0.0000\\
no shift & 0.4325 & $-0.0492$\\
wrong sign & 0.3615 & $-0.1201$\\
no shift in $\chi^0$ only & 0.4397 & $-0.0419$\\
no shift in $\Sigma$ only & 0.4363 & $-0.0454$
\end{tabular}
\end{center}

Omitting the shift throughout lowers $\Delta$ by 10\% of its correct value, or $1.34$ eV. Exchange contributes $-0.0285$ and correlation $-0.0207$ hartree. The errors are not additive: the two partial omissions sum to $-0.0873$ hartree, while the full omission gives $-0.0492$. Repairing one of the two places hardly improves $\Delta$ on this mesh, but a difference of two levels can hide what happens to each. With $\Sigma$ repaired and $\chi^0$ not, the valence-edge error falls from $0.0654$ to $0.0234$ hartree, while the conduction-edge error goes from $0.0162$ to $-0.0186$ hartree. The wrong sign displaces the index by $2G_0$ from its proper place, and in this example its error is larger than that of no shift. The sizes of these errors belong to the seven-point mesh. On nine and fifteen points the correct $\Delta$ moves only to $0.4834$ and $0.4865$ hartree, but the full omission lowers it by 16\% and 26\%, and on fifteen points repairing $\Sigma$ alone halves the error.

\subsection*{The small-$q$ law}

On a mesh of 401 points the two smallest momenta are $0.00313$ and $0.00627$ bohr$^{-1}$. Doubling $q$ multiplies the correct static head by $3.9996$, the quadratic law. Without the shift the factor is $2.02$, close to the linear law. The slope extrapolated from the faulty heads is $-0.6844$ hartree$^{-1}$, against $-0.6842$ from (\ref{slope}).

For the folded pair at the edge and the smallest $|q|$, the correct elements are $|M_{vv}(0)|=0.99998$ and $|M_{vc}(0)|=0.0067$, where $c$ is the lowest empty band. The unshifted ones are $0.589$ and $0.501$, near their limits $0.585$ and $0.501$ from (\ref{wronglimit}). In this chain $v(q)$ diverges only logarithmically, so $v\chi^0_{00}$ still vanishes as $q\to0$; the $1/|\mathbf q|$ divergence belongs to the three-dimensional interaction.

\section{Recognizing the error}

The choice of stored zone is a matter of labelling. Storing the same states at $k=0,\dots,6b/7$ and labelling the transfers $q=0,\dots,6b/7$ leaves the correct $\Delta$ at $0.4817$ hartree, but changes the unshifted value from $0.4325$ to $0.3261$ hartree. The pair tabulated above illustrates the mechanism, though it accounts for only part of the change. Its state $k'$ is now stored at $4b/7$ and its transfer is labelled $q=6b/7$, so $G_0=-b$. The unshifted sum pairs the large element $0.9334$ with the weak interaction $0.7550$, and comes to about $1.33$ instead of $3.75$ hartree bohr. If the transfers are instead kept centred, $k=3b/7$ never folds, its exchange is exact, and the unshifted $\Delta$ is $0.3969$ hartree. A dependence on these labels that persists, for the same states, when the $\mathbf G$ set is enlarged is thus a sign of a folding error; with a small set, relabelling $\mathbf q$ also changes which momenta $\mathbf q+\mathbf G$ are kept.

A check of exchange at $\Gamma$ need not reveal it. In the centred zone used here, $k=0$ gives $k-q=-q$, which is again a stored point. The valence exchange at $\Gamma$ is $-0.6937$ hartree with or without the shift. At the band edge, by contrast, three of the seven transfers fold, and over the whole mesh 12 of 49 pairs do. Even at $\Gamma$ the correlation part is exposed to the error, because $\chi^0$ sums over all $k$.

Two further tests address (\ref{main}) itself. In an oblique three-dimensional lattice with $\mathbf G_0=(1,-1,1)$, in units of the primitive reciprocal vectors, direct quadrature of (\ref{def}) agrees with the shifted overlap to rounding, while the unshifted one deviates by up to $0.76$. In the chain, diagonalization at the unfolded point $k-q$ gives the same magnitudes as the shifted elements of the folded state. The numerical values quoted for the models are listed in the output below or follow from it by arithmetic, except those for nine and fifteen points and for centred transfers with states stored from zero, which come from the same equations at those settings. Sums and differences were formed before rounding, so the last digit can differ by one from that obtained with the rounded terms.

\section*{Values computed for the example and the checks}
\begin{verbatim}
period a = 5.0 bohr, b = 1.256637 1/bohr, k points = 7
potential V1 = 0.30, V2 = 0.10 hartree; softening = 1.0 bohr
plane waves per k = 9, G vectors in W = 21
3D test: G0 = [1, -1, 1]
3D max deviation from quadrature, shifted: 1.7e-16
3D max deviation from quadrature, omitted: 0.7553
unfolded diagonalization, max deviation of |M|: 1.2e-15
wrapped (k,q) pairs: 12 of 49; at k = 3b/7: 3 of 7
example k = 3b/7, q = -b/7: k' = -3b/7, G0 = 1b
valence-valence |M|: G/b, v(q+G) [hartree bohr], correct, omitted
  -2  0.09935  0.06390  0.39635
  -1  0.46471  0.39635  0.93339
   0  3.71257  0.93339  0.76338
   1  0.75497  0.76338  0.13906
   2  0.15200  0.13906  0.02161
mean-field edges: 0.025513, 0.344473 hartree
mean-field gap: 0.318960 hartree
lowest RPA pole of the supercell: 0.321592 hartree
self-energies [hartree]: x valence, x conduction, c valence, c conduction
  supercell: -0.686538 -0.160284 0.021679 -0.022924
    gap contribution 0.481652, error 0.000000
  correct shift: -0.686538 -0.160284 0.021679 -0.022924
    gap contribution 0.481652, error -0.000000
  no shift: -0.632576 -0.134817 0.033082 -0.032183
    gap contribution 0.432493, error -0.049159
  wrong sign: -0.488432 -0.091071 0.005362 -0.030475
    gap contribution 0.361524, error -0.120128
  no shift in chi0 only: -0.686538 -0.160284 0.045034 -0.041475
    gap contribution 0.439746, error -0.041906
  no shift in Sigma only: -0.632576 -0.134817 0.033710 -0.027778
    gap contribution 0.436271, error -0.045381
  zone from 0, correct: -0.686538 -0.160284 0.021679 -0.022924
    gap contribution 0.481652, error -0.000000
  zone from 0, no shift: -0.548253 -0.149006 0.016396 -0.056741
    gap contribution 0.326109, error -0.155543
gap contribution, supercell: 13.1064 eV
gap contribution, no shift: 11.7687 eV
largest |Sigma_c(k space) - Sigma_c(supercell)|: 4.3e-16 hartree
Gamma valence exchange: correct -0.693744, omitted -0.693744 hartree
fine mesh: 401 k points, q1 = 0.003134, q2 = 0.006268 1/bohr
edge |M_vv(0)|, |M_vc(0)| at |q1|, correct: 0.99998, 0.00671
edge |M_vv(0)|, |M_vc(0)| at |q1|, omitted: 0.58892, 0.50052
limits |<v|e^ibx|v>|, |<v|e^ibx|c>|: 0.58549, 0.50115
chi0 head at q1, q2, correct: -3.0033e-05, -1.2012e-04 1/(hartree bohr)
chi0 head at q1, q2, omitted: -2.1665e-03, -4.3760e-03 1/(hartree bohr)
head ratio q2/q1: correct 3.9996, omitted 2.0199
false slope: mesh -0.68445, law -0.68419 1/hartree
\end{verbatim}
